# Interstitial supersaturation below a straight mask edge during oxidation

## Problem

Oxidation of silicon injects silicon interstitials into the crystal. Part of the surface is covered by a mask with a long straight edge. Take $y$ as the depth and $x$ as the distance from the edge along the surface. The surface oxidises for $x>0$ and is masked for $x<0$; nothing varies along the edge.

Let $C$ be the interstitial concentration, $C^*$ its equilibrium value and $R=C/C^*$. The oxidising surface holds $R=1+s$ and the masked surface holds $R=1$. The diffusivity $D$ and $C^*$ are uniform, the crystal is semi-infinite, there are no sinks in the bulk, the state is steady, and $R$ is bounded.

1. Find the excess everywhere, and in particular on the vertical line beneath the edge.
2. Find the flux that the oxidising surface must supply.
3. A thin boron layer lies 2 µm deep. How far does it spread in 600 s beneath the edge, and how does this compare with places far from the edge?
4. Which of the assumptions matter most for the answers?

The numbers describe dry oxidation near 1373 K beside a nitride mask. Rough typical values are $D=2\times10^{-5}$ cm²/s, $C^*=5\times10^{12}$ cm⁻³, a surface ratio $R=4$ (so $s=3$), and a boron diffusivity $D_B^*=1.5\times10^{-13}$ cm²/s without oxidation.

## First estimate by scaling

Use the normalised excess $u=(R-1)/s$, which is 1 on the oxidising surface and 0 under the mask. The problem contains no length: $D$ drops out of the steady equation, and the edge is a point in the cross-section. So $u$ can depend on $x$ and $y$ only through $x/y$. Beneath the edge $x/y=0$, and the excess there is a constant between 0 and 1, the same at all depths.

Scaling does not give the constant. A crude guess is a linear ramp as wide as the depth on either side:

$$u\approx\frac12\left(1+\frac{x}{y}\right)\quad(|x|<y),$$

with $u=0$ further under the mask and $u=1$ further out on the open side. This puts $1/2$ beneath the edge by assumption. At 2 µm depth the transition would end 2 µm under the mask.

The flux at distance $x$ should be of order $DC^*s/x$. At 1 µm this is $(2\times10^{-5})(5\times10^{12})(3)/10^{-4}=3\times10^{12}$ cm⁻² s⁻¹.

## Exact solution

**The excess.** Steady diffusion without sinks requires $\nabla^2u=0$. Put $x=r\cos\theta$ and $y=r\sin\theta$, so that $\theta=0$ is the oxidising surface and $\theta=\pi$ the masked one. Then

$$\frac{\partial^2u}{\partial r^2}+\frac1r\frac{\partial u}{\partial r}+\frac1{r^2}\frac{\partial^2u}{\partial\theta^2}=0 .$$

A function of $\theta$ alone must satisfy $d^2u/d\theta^2=0$, so $u=a+b\theta$. The surface values give $a=1$ and $a+b\pi=0$, hence

$$u=1-\frac{\theta}{\pi}.$$

For $y>0$, $\theta=\pi/2-\arctan(x/y)$, and therefore

$$\boxed{\frac{R-1}{s}=\frac12+\frac1\pi\arctan\frac xy}$$

No other bounded solution exists. The difference of two would be bounded, harmonic and zero on the surface away from the edge. Extended as an odd function of $y$, it is harmonic in the whole plane except perhaps at the origin. A bounded harmonic function has no true singularity at an isolated point, and one bounded in the whole plane is constant. Here the constant is zero. Without boundedness, any multiple of $y$ could be added.

Beneath the edge $\theta=\pi/2$ and $u=1/2$: the excess is half the *surface excess* at every depth. The concentration is not half its surface value, since

$$R=1+\frac s2=2.5,\qquad C=2.5\,C^*=1.25\times10^{13}\ \text{cm}^{-3}.$$

**The flux.** The excess concentration is $C^*su$, so the flux into the crystal at the surface is

$$J=-DC^*s\left.\frac{\partial u}{\partial y}\right|_{y=0}.$$

Since $\partial\arctan(x/y)/\partial y=-x/(x^2+y^2)$,

$$J(x)=\frac{DC^*s}{\pi x}.$$

For $x<0$ this is negative: the masked surface absorbs at each distance what the open surface injects at the same distance. The supply between $x_1$ and $x_2$, per unit length of edge, is

$$\int_{x_1}^{x_2}J\,dx=\frac{DC^*s}{\pi}\ln\frac{x_2}{x_1}.$$

At 1 µm, $J=3\times10^{12}/\pi=9.5\times10^{11}$ cm⁻² s⁻¹. From 1 to 100 µm the supply is $4.4\times10^8$ cm⁻¹ s⁻¹.

The integral diverges as $x_1\to0$, so a fixed supersaturation cannot hold right up to the edge. The growth rate falls as the oxide thickens. At a trial rate of 1.5 nm/min, or $2.5\times10^{-9}$ cm/s, and $2.2\times10^{22}$ silicon atoms per cm³ of oxide, oxidation consumes $5.5\times10^{13}$ silicon atoms per cm² per second. The required injection is 1.7 % of this at 1 µm and would equal all of it at 17 nm. The boundary condition must fail before that point is reached.

**The boron layer.** Suppose boron moves only by means of interstitials, so $D_B=D_B^*R$. Beneath the edge $R$ does not depend on $y$. If lateral exchange is neglected, the profile $c(y,t)$ obeys $\partial c/\partial t=D_B\,\partial^2c/\partial y^2$. Multiply by $(y-y_0)^2$, where $y_0$ is the centre of the layer, and integrate by parts twice; the end terms vanish for a localised layer:

$$\frac{d}{dt}\int(y-y_0)^2c\,dy=2D_B\int c\,dy .$$

The variance thus grows by $2D_B^*Rt$. With $2D_B^*t=1.8\times10^{-10}$ cm², the added spread (the square root of the added variance) is:

- far under the mask, $R=1$: 134 nm;
- beneath the edge, $R=2.5$: $134\sqrt{2.5}=212$ nm;
- far under the open surface, $R=4$: $134\sqrt4=268$ nm.

The variance beneath the edge, not the spread, is midway between the two far values. A two-dimensional boron simulation with the flux $-D_B\nabla c$, which includes lateral exchange and the variation of $R$ with position but no drift of boron along the gradient of $R$, also gives 212 nm.

## Comparison of estimate and solution

Scaling was right that the value beneath the edge does not depend on depth, and the guessed half is confirmed. The flux estimate was too large by a factor $\pi$. The ramp fails in the tails, as the values at 2 µm depth show:

| $x$ (µm) | ramp | exact $u$ |
|---:|---:|---:|
| −6 | 0 | 0.102 |
| −2 | 0 | 0.250 |
| 0 | 0.5 | 0.500 |
| 2 | 1 | 0.750 |
| 6 | 1 | 0.898 |

A finite-volume solution of the diffusion equation, on a mesh that differs on the two sides of the edge, agrees with the exact column to within 0.0003.

For $x<0$ the solution can be written $u=\arctan(y/|x|)/\pi$, which tends to $y/(\pi|x|)$ when $|x|\gg y$. The excess under the mask falls as a power of distance, because no length exists to set an exponential decay. It reaches 10 % at $\theta=0.9\pi$, or $x=-y\cot(0.1\pi)=-6.2$ µm, three times further than the ramp's end.

## Why the half appears, and when it survives

Add the solution to its mirror image: $b=u(x,y)+u(-x,y)$. Each surface point now has the value $1+0=1$, so $b$ is the solution for a fully oxidising surface and depends on depth alone. At $x=0$,

$$u(0,y)=\tfrac12\,b(y).$$

The edge carries half the excess found below a fully oxidising surface. This argument uses a linear equation, the same material on both sides and surface conditions that add in this way; it does not need a steady state or an infinite crystal. Three cases follow.

*Before steady state*, starting from equilibrium, $\partial b/\partial t=D\,\partial^2b/\partial y^2$. With $b=f(\eta)$ and $\eta=y/(2\sqrt{Dt})$, this becomes $f''=-2\eta f'$. Hence $f'\propto e^{-\eta^2}$, and $f(0)=1$, $f(\infty)=0$ give $b=\operatorname{erfc}\eta$. At 2 µm the excess is within 1 % of its steady value after 6.4 s. If traps slowed the transient a hundredfold, the deficit at 600 s would still be only 1.0 %; averaged over the 600 s, which is what the boron layer feels, it would be 2.0 %.

*With linear bulk sinks* of length $L$, $b''=b/L^2$ and $b=e^{-y/L}$. A trial $L=100$ µm lowers the excess at 2 µm by 2.0 %.

*With a back face at equilibrium* at depth $H$, $b''=0$ gives $b=1-y/H$. For $H=700$ µm the reduction is 0.3 %.

In all three cases the excess beneath the edge varies with depth, so it is not half the surface value throughout, but it is still half the excess found at the same depth below a fully oxidising surface.

## Surfaces that exchange at a finite rate

Let the oxidising surface generate interstitials at a rate $g$ per unit area, and let both surfaces absorb them at the rate $kC^*(R-1)$. Set $s=g/(kC^*)$ and $\ell=D/k$. On the open side the balance $g-kC^*su=-DC^*s\,\partial u/\partial y$, divided by $kC^*s$, gives

$$u-\ell\frac{\partial u}{\partial y}=1 ,$$

and under the mask, where $g=0$, the right side is 0. Call the ideal solution $U(x,y)$ and try

$$u(x,y)=\int_0^\infty e^{-q}\,U(x,y+\ell q)\,dq .$$

This is bounded and harmonic. Since $\ell\,\partial U/\partial y=\partial U/\partial q$, integration by parts gives

$$\ell\frac{\partial u}{\partial y}=\left[e^{-q}U\right]_0^\infty+\int_0^\infty e^{-q}U\,dq=-U(x,y)+u .$$

So $u-\ell\,\partial u/\partial y=U$, which has the required surface values. Beneath the edge $U=1/2$ throughout the integral, and $u=1/2$ again. The lateral profile does change: with a trial $\ell=5$ µm, the excess at $x=-2$ µm and 2 µm depth rises from 0.25 to 0.38.

If the two surfaces exchange at different rates, the half is lost. Keep $s$ fixed, and let one surface have $\ell=5$ µm while the other is ideal. The numerical values of $u$ beneath the edge are:

| depth (µm) | slow mask | slow open surface |
|---:|---:|---:|
| 2 | 0.717 | 0.283 |
| 20 | 0.571 | 0.430 |
| 200 | 0.515 | 0.489 |

Replacing $u$ by $1-u$ and reflecting in $x$ turns one case into the other, so each row should add to 1. The last row adds to 1.004, and errors of opposite sign cancel in such a sum, so the third decimal is not reliable in any row. The mesh error is up to 0.002: the converged pairs are 0.718 and 0.282, 0.571 and 0.429, 0.513 and 0.487. The half returns slowly, at depths well above $\ell$.

## The model beside a real oxidation

Real surfaces are not perfect sinks or sources, and an oxidising surface and a nitride-covered one need not exchange interstitials equally. For the trial length above, this moves $R$ at 2 µm beneath the edge from 2.5 to between 1.8 and 3.2, the largest change among the effects sized here.

With the trial values used here and fast recombination, vacancies come next; a shorter sink length, a smaller $\beta$ or slower recombination could change that order. In steady state, recombination removes both species at the same rate. With $R_V$ the vacancy ratio and $\beta=D_VC_V^*/(DC^*)$, subtracting the two diffusion equations leaves $\nabla^2(R-\beta R_V)=0$. If recombination is fast enough to hold $RR_V=1$ everywhere, surfaces included, then $R-\beta/R$ is harmonic and takes its mean surface value beneath the edge. For a trial $\beta=0.5$,

$$R-\frac{0.5}{R}=\frac{3.875+0.5}{2}=2.1875,\qquad R=2.40 .$$

The excess is then $0.465\,s$, or 7 % below half the surface excess. Both assumptions matter. For a recombination rate $k_r(CC_V-C^*C_V^*)$ the fast limit needs the length $\sqrt{D/(k_rC_V^*)}$ to be well below the depth. A diffusion-limited rate $k_r=4\pi a(D+D_V)$, with a capture radius $a$ of 2 to 5 Å and $D_V$ comparable to or larger than $D$, gives roughly 6 to 12 µm; for lengths of 6 and 10 µm the deficit at 2 µm is only 3 % and 2 %. If instead both surfaces hold $R_V=1$, the mean surface value of $R-\beta R_V$ is $(3.5+0.5)/2=2$, and the fast limit gives $R=2.22$, or 18 % below half the surface excess.

Geometry and film stress are corrections of a few per cent. At the trial growth rate the silicon surface recedes 6.6 nm in 600 s, 0.3 % of the layer depth; a step of that height with an oxidising face raises the excess beneath the edge by 0.6 %. Dry oxidation at this temperature slows to 1.5 nm/min only under roughly 60 to 90 nm of oxide, so the step is then already about 30 to 40 nm high and raises the excess by 2 to 3 %. A film under 1 GPa and 100 nm thick pulls on the edge with a force $F=100$ N/m. In an isotropic elastic crystal this gives a radial stress proportional to $\cos\alpha/r$, with $\alpha$ measured from the direction of the force. Balance of forces, $\int_0^\pi\sigma_r\cos\alpha\,r\,d\alpha=F$ in magnitude, fixes it as $2F\cos\alpha/(\pi r)$. At $r=2$ µm its largest value is 32 MPa; directly beneath the edge it vanishes. Multiplied by one atomic volume, 32 MPa is 0.034 $kT$, so for a defect with a formation volume of that order $C^*$ shifts by a few per cent at most at this radius.

The numerical output below lists the main inputs and results.

## Numbers as computed

```
temperature: 1373 K
interstitial diffusivity D: 2.0e-05 cm2/s
equilibrium concentration C*: 5.0e+12 cm-3
surface ratio R: 4.0, surface excess s: 3.0
layer depth: 2.0 um, time: 600 s
boron diffusivity without oxidation: 1.5e-13 cm2/s
excess/s at layer depth: x (um), formula, finite volumes
   -6.0  0.1024  0.1026
   -2.0  0.2500  0.2502
    0.0  0.5000  0.5000
    2.0  0.7500  0.7499
    6.0  0.8976  0.8975
excess/s below edge, finite volumes, at 2, 10, 50 um: 0.5000, 0.5000, 0.5004
x where excess/s is 0.1 at layer depth: -6.16 um
R below edge: 2.50
C below edge: 1.250e+13 cm-3
boron spread far under mask: 134 nm
boron spread below edge: 212 nm
same from 2D boron simulation: 212 nm
boron spread far under open surface: 268 nm
injected flux 1 um from edge: 9.55e+11 cm-2 s-1
supply from 1 to 100 um: 4.40e+08 cm-1 s-1
oxide growth rate: 1.5 nm/min
silicon consumed by oxidation: 5.50e+13 cm-2 s-1
injected/consumed 1 um from edge: 1.74 %
distance where injected = consumed: 17.4 nm
NEGLECTED EFFECTS at layer depth below edge
time to come within 1 % of steady excess: 6.37 s
deficit at end if traps slow D 100 times: 1.03 %
deficit for bulk sink length 100 um: 1.98 %
deficit for equilibrium back face at 700 um: 0.29 %
trial exchange length: 5.0 um, velocity: 0.040 cm/s
equal exchange, excess/s at x = 0: 0.5000
equal exchange, excess/s at x = -2 um: 0.3790
edge excess/s at depths 2, 20, 200 um:
  slow exchange under mask only: 0.717, 0.571, 0.515
  slow exchange at open surface only: 0.283, 0.430, 0.489
vacancy transport ratio beta: 0.50
with vacancies, R below edge: 2.396, excess/s: 0.465
surface recession: 6.6 nm, over depth: 0.33 %
film stress: 1.0 GPa, thickness: 100 nm
largest edge-force stress at 2 um radius: 31.8 MPa
that stress x atomic volume / kT: 0.034
```
